# High-Spin Fraction of a Substituted Manganocene from Its Magnetic Moment

## Problem

Manganocenes, molecules with a manganese ion between two cyclopentadienyl rings, are used as manganese precursors in atomic layer deposition. Substituents on the rings can bring two spin states of the ion so close in free energy that both are populated. One is a sextet with $S=5/2$, called high spin; the other is a doublet with $S=1/2$, called low spin.

A dilute solution of a substituted manganocene has an effective magnetic moment of 4.0 Bohr magnetons at 300 K, measured in a field of 1 T. The diamagnetic part of the susceptibility has been subtracted.

(a) Derive the spin-only moments of the sextet and the doublet.

(b) Show that about 41 percent of the molecules are high spin. Explain why the moments themselves must not be averaged.

(c) How does the answer change if the moment is wrong by 0.1 Bohr magneton, if the doublet has an orbital moment, or if a third spin state is present?

(d) The precursor is delivered through a line at 360 K. Estimate the high-spin fraction there, taking the sextet to lie higher in enthalpy by 0.15 eV, a rough value assumed independent of temperature.

## Solution

### (a) The spin-only moments

Manganese in these molecules is Mn(II), with five 3d electrons. If all five spins are parallel, $S=5\times\tfrac12=5/2$. If four electrons are paired and one is left over, $S=1/2$.

The effective moment is a way of stating a susceptibility. Let $\bar m$ be the mean moment of a molecule along a weak field $B$. The susceptibility per molecule is $\chi=\mu_0\bar m/B$, and the dimensionless number $\mu$, the effective moment in Bohr magnetons, is defined by

$$\chi=\frac{\mu_0\mu_B^2\,\mu^2}{3kT}. \qquad (1)$$

Take a molecule with spin $S$ and no orbital moment. A state with spin projection $m$ along the field has energy $g\mu_B B m$ and moment $-g\mu_B m$, the minus sign coming from the negative charge of the electron. The thermal mean is

$$\bar m=\frac{\sum_m(-g\mu_B m)\,e^{-g\mu_B B m/kT}}{\sum_m e^{-g\mu_B B m/kT}} .$$

At 300 K and 1 T, $b=\mu_B B/kT=0.00224$, so the exponentials may be expanded to first order, $e^{-gbm}\approx1-gbm$. In the numerator the term linear in $m$ sums to zero, because $m$ and $-m$ both occur. The next term is $+g^2\mu_B b\sum m^2$, where the two minus signs have cancelled. The denominator is $2S+1$ to this order. Therefore

$$\bar m=g^2\mu_B\, b\,\frac{\sum_m m^2}{2S+1}. \qquad (2)$$

To find the sum of squares, add the identity $(m+1)^3-m^3=3m^2+3m+1$ over $m=-S,\dots,S$. On the left neighbouring terms cancel and $(S+1)^3-(-S)^3=(S+1)^3+S^3$ remains. On the right the middle term vanishes, so

$$(S+1)^3+S^3=3\sum_m m^2+(2S+1).$$

The left side factors as a sum of cubes:

$$(2S+1)\left[(S+1)^2-S(S+1)+S^2\right]=(2S+1)\left[S(S+1)+1\right].$$

Subtracting $2S+1$ and dividing by 3 gives

$$\sum_m m^2=\frac{(2S+1)\,S(S+1)}{3}.$$

Equation (2) becomes $\bar m=g^2\mu_B^2B\,S(S+1)/(3kT)$. Multiplying by $\mu_0/B$ and comparing with (1),

$$\mu^2=g^2S(S+1). \qquad (3)$$

With $g=2$ the two squared moments are

$$\mu_H^2=4\cdot\tfrac52\cdot\tfrac72=35,\qquad \mu_L^2=4\cdot\tfrac12\cdot\tfrac32=3,$$

so $\mu_H=5.916$ and $\mu_L=1.732$.

### (b) The fraction

Let $x$ be the fraction of sextet molecules and $1-x$ the fraction of doublets. The molecules do not interact, so their induced moments add. The mean susceptibility is $x\chi_H+(1-x)\chi_L$. By (1) each susceptibility is proportional to a squared moment with the same factor, which cancels:

$$\mu^2=x\mu_H^2+(1-x)\mu_L^2. \qquad (4)$$

Collecting the terms in $x$ gives $\mu^2-\mu_L^2=x(\mu_H^2-\mu_L^2)$, hence

$$x=\frac{\mu^2-\mu_L^2}{\mu_H^2-\mu_L^2}=\frac{16-3}{35-3}=\frac{13}{32}=0.406. \qquad (5)$$

About 41 percent of the molecules are high spin. Substituting back, $3+32\times13/32=16=4.0^2$.

The limits are as they should be: $\mu=\mu_L$ gives $x=0$ and $\mu=\mu_H$ gives $x=1$. A measured moment outside this range would give a negative fraction or one above 1, and would show that the two-state, spin-only description does not fit.

**Molecules that change their spin state.** Equation (4) treats the sample as a fixed mixture. If the molecules interconvert, the field could also shift the populations, and this needs a separate argument. The partition function of one molecule is then a sum over both forms, $Z(b)=Z_L(b)+Z_H(b)$, with the energy difference contained in $Z_H$. The moment along the field, in Bohr magnetons, is $d\ln Z/db$, and the response to a weak field is

$$\frac{d^2\ln Z}{db^2}=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2 .$$

Reversing the field exchanges $m$ and $-m$, so $Z_L$ and $Z_H$ are even in $b$ and $Z'=0$ at $b=0$. What is left is

$$\frac{Z_L''+Z_H''}{Z}=\frac{Z_L}{Z}\,\frac{Z_L''}{Z_L}+\frac{Z_H}{Z}\,\frac{Z_H''}{Z_H}.$$

The factors $Z_L/Z$ and $Z_H/Z$ are the populations $1-x$ and $x$ at zero field, so (4) holds again. A numerical diagonalization of the $2+6=8$ states confirms this: when the energy of the sextet is adjusted until the moment is 4.0, the sextet population is 0.40625.

**Why moments are not averaged.** Averaging $\mu$ instead of $\mu^2$ would give

$$x'=\frac{4.0-1.732}{5.916-1.732}=\frac{2.268}{4.184}=0.542 .$$

The measured quantity is a susceptibility, and the susceptibility is proportional to the square. One factor of the moment fixes how strongly the molecule is aligned by the field; the other fixes how much an aligned molecule contributes. A mixture with $x'=0.542$ would have $\mu^2=3+32\times0.542=20.3$ and a moment of 4.51, in contradiction with the measurement.

### (c) How firm is the number?

**Error of the measured moment.** Differentiating (5) with the two spin-only values held fixed,

$$\frac{dx}{d\mu}=\frac{2\mu}{\mu_H^2-\mu_L^2}=\frac{8}{32}=0.25 .$$

An error of 0.1 in the moment shifts $x$ by about 0.025. Moments of 3.9 and 4.1 give 0.382 and 0.432.

**Orbital moment of the doublet.** The sextet has one electron in each d orbital, and such a half-filled shell has no orbital moment to first order. The doublet is different. In low-spin manganocenes the hole usually lies in a pair of d orbitals with angular momentum $\pm2$ about the molecular axis. If the pair were degenerate, the hole could circulate. A distortion or an unsymmetrical substitution splits the pair and partly quenches this motion.

A four-state model shows the size of the effect. Let $\tau_z=\pm1$ label the two circulating orbital states and $\sigma_z=\pm1$ the spin. Take

$$H=-\zeta\kappa\,\tau_z\sigma_z+\tfrac12\delta\,\tau_x ,$$

with spin-orbit constant $\zeta=0.04$ eV, orbital reduction factor $\kappa=0.8$ for the spread of the orbitals onto the rings, and splitting $\delta=0.2$ eV. All three are rough values. The minus sign holds for a hole, which favours parallel orbital and spin moments. The moment operators, up to a common sign, are $2\kappa\tau_z+\sigma_z$ along the axis and $\sigma_x$, $\sigma_y$ across it.

For fixed $\sigma_z$ the orbital part is a two-level problem with diagonal element $\zeta\kappa=0.032$ eV and off-diagonal element $\delta/2=0.1$ eV. Define $\tan\theta=0.032/0.1$, so that $\sin\theta=0.305$ and $\cos\theta=0.952$. The lowest state has $\langle\tau_z\rangle=\sigma_z\sin\theta$. Its moment along the axis is $\pm(1+2\kappa\sin\theta)$, and this equals $\pm g_\parallel/2$. Across the axis the spin operator connects two orbital states whose overlap is $\cos\theta$. Hence

$$g_\parallel=2+4\kappa\sin\theta=2.98,\qquad g_\perp=2\cos\theta=1.90 .$$

For a doublet with these $g$ values, averaging (3) over the three directions gives

$$\frac{g_\parallel^2+2g_\perp^2}{3}\cdot\frac34=\frac{8.9+7.2}{4}=4.0 .$$

The field also mixes in the upper doublet, which lies $\Delta=2\sqrt{0.032^2+0.1^2}=0.21$ eV higher. In second order a matrix element $M$ lowers the ground level by $M^2b^2(kT)^2/\Delta$, which adds $2M^2kT/\Delta$ to $d^2\ln Z/db^2$. Along the axis $M=2\kappa\cos\theta$; for each direction across it $M=\sin\theta$ in magnitude. By (1), $\mu^2$ is three times the average of $d^2\ln Z/db^2$ over the directions, which is the sum over the three axes. With $kT=0.02585$ eV the three directions together add

$$\frac{2kT}{\Delta}\left(4\kappa^2\cos^2\theta+2\sin^2\theta\right)=0.246\,(2.32+0.19)=0.6 .$$

The squared moment is thus about 4.6 instead of 3; diagonalizing the model gives a moment of 2.15. Equation (5) then yields

$$x=\frac{16-4.6}{35-4.6}\approx0.37 .$$

The fraction falls because each doublet molecule now supplies more of the measured susceptibility, and fewer sextets are needed for the rest.

**A third spin state.** One measured number cannot fix two unknown fractions. Suppose a fraction $q$ of the molecules were quartets with $S=3/2$ and $\mu^2=15$. Then

$$16=35x+15q+3(1-x-q)\quad\Rightarrow\quad x=\frac{13-12q}{32}.$$

Ten percent of quartets would lower $x$ to 0.37. The doublet fraction $1-x-q$ cannot be negative. It vanishes when $35(1-q)+15q=16$, that is at $q=0.95$, where $x=0.05$. The moment alone would therefore allow any $x$ from 0.05 to 0.41. The value in (5) rests on the statement that sextets and doublets are the only forms present, which has to come from other evidence, such as spectra or the temperature dependence of the moment.

**Smaller corrections.** The molar susceptibility for $\mu=4.0$ at 300 K is $6.67\times10^{-3}$ cm³/mol in cgs units. A diamagnetic part of rough size $-1.5\times10^{-4}$ cm³/mol is 2.2 percent of this in magnitude. If it had not been subtracted, the true $\mu^2$ would be $16\times1.0225=16.36$ and $x$ would be 0.417. Using the free-electron value $g=2.0023$ in place of 2 gives 0.405.

A zero-field splitting $DS_z^2$ of the sextet with $D=10^{-4}$ eV, again a rough size, changes $x$ by only $2\times10^{-6}$. The term linear in $D$ cancels in the average over directions, because $S_x^2+S_y^2+S_z^2$ is a constant. The remainder is of order $(D/kT)^2$.

The finite field has an effect of similar smallness, but its sign deserves a comment. Saturation lowers the response of each molecule, yet for interconverting molecules the value that (5) returns from the moment at 1 T exceeds the zero-field fraction by just under $10^{-6}$ (the sextet population itself rises by about $6\times10^{-6}$). To see why, let $M=2m$ and let angle brackets denote the zero-field average over all eight states. Expanding $\ln Z$ to fourth order and differentiating gives the mean moment

$$\langle M^2\rangle b+\left(\frac{\langle M^4\rangle}{6}-\frac{\langle M^2\rangle^2}{2}\right)b^3 .$$

Here $\langle M^2\rangle=16/3$. For the sextet the mean of $M^4$ is $(5^4+3^4+1)/3=235.7$ and for the doublet it is 1, so $\langle M^4\rangle=0.406\times235.7+0.594=96.3$. The bracket is $16.05-14.22=+1.83$, a positive number. The field lowers the energy of the sextet more than that of the doublet and draws molecules into the sextet, and here this outweighs saturation. With the populations frozen, the bracket must be formed for each spin state separately. It is $-28.8$ for the sextet and $-0.3$ for the doublet, and the sign is reversed.

### (d) The fraction in the delivery line

At equilibrium the ratio of the two forms at 300 K is

$$K=\frac{x}{1-x}=\frac{13}{19}=0.684 .$$

The free-energy difference, high spin minus low spin, is $\Delta G=-kT\ln K=0.0098$ eV. It is less than half of $kT=0.02585$ eV, which is why both forms are present in comparable amounts.

The enthalpy difference $\Delta H=0.15$ eV is much larger than $\Delta G$, so most of it is balanced by entropy:

$$\frac{\Delta S}{k}=\frac{\Delta H-\Delta G}{kT}=\frac{0.15-0.0098}{0.02585}=5.42 .$$

The spin degeneracies, 6 against 2, supply $\ln3=1.10$ of this. The rest must come from other degrees of freedom. Softer metal–ring vibrations in the sextet may contribute, but their share is not calculated here.

With $\Delta H$ constant, $d\ln K/dT=\Delta H/(kT^2)$. Integrating from $T_1=300$ K to $T_2=360$ K,

$$\ln\frac{K_2}{K_1}=\frac{\Delta H}{k}\left(\frac1{T_1}-\frac1{T_2}\right)=\frac{\Delta H}{kT_1}\left(1-\frac{T_1}{T_2}\right)=\frac{0.15}{0.02585}\times\frac16=0.967 .$$

Therefore $K_2=0.684\times e^{0.967}=1.80$ and

$$x_2=\frac{K_2}{1+K_2}=\frac{1.80}{2.80}=0.643 .$$

The majority has changed from low spin to high spin. By (4) the spin-only moment at 360 K would be $\sqrt{3+32\times0.6428}=4.85$. The two forms are equally abundant where $\Delta G=0$, at $T=\Delta H/\Delta S\approx321$ K.

The result depends on the assumed enthalpy. With the fraction at 300 K held at 0.406, the same formula gives 0.57 for $\Delta H=0.10$ eV and 0.71 for 0.20 eV. In all three cases the sextet is the majority at 360 K.

### The model and a real precursor

Bis(ethylcyclopentadienyl)manganese is an example of a substituted manganocene used as a deposition precursor. The moment of 4.0 is a given of this exercise and is not a measured value for that compound. A delivery temperature of 360 K is a rough but reasonable figure for a heated precursor line. Low-spin manganocenes have moments of roughly 2, above the spin-only 1.73, so the neglect of the orbital moment is an assumption that real molecules break. With the rough values of part (c) it moves the answer from 0.41 to 0.37; a larger orbital splitting would make this shift smaller and a smaller one would make it larger, the same model giving 0.35 for $\delta=0.1$ eV and 0.31 for $\delta=0$. The extrapolation to 360 K also assumes that the balance found in solution carries over to the vapour, where the solvent no longer contributes to $\Delta H$ and $\Delta S$. In a solid, magnetic coupling between neighbouring molecules can change the moment as well, and (4) then no longer applies. The figure of 41 percent is thus a spin-only estimate for the dilute sample at 300 K, and it should be quoted with that temperature. The main values are collected in the numerical output below.

## Values computed for the example and the checks

```
measured effective moment: 4.0 muB
temperature: 300 K; field: 1.0 T
thermal energy kT: 0.02585 eV
sextet moment squared: 35 muB^2
sextet moment: 5.916 muB
doublet moment squared: 3 muB^2
doublet moment: 1.732 muB
high-spin fraction, formula: 0.40625
high-spin fraction, state count: 0.40625
high-spin share: 40.6 percent
fraction from averaging moments (wrong): 0.542
moment that wrong fraction would give: 4.51 muB
slope dx/dmu: 0.250 per muB
fraction for moment 3.9 muB: 0.382
fraction for moment 4.1 muB: 0.432
--- neglected effects ---
muB*B/kT: 0.00224 (no unit)
change of x by saturation: 8.5e-07
molar susceptibility: 6.669e-03 cm3/mol
rough diamagnetic part: -1.5e-04 cm3/mol
x if it was left uncorrected and is now added: 0.417
free-electron g factor: 2.00232; x: 0.4051
rough zero-field parameter D: 1.0e-04 eV
change of x by zero-field splitting: 2.4e-06
rough spin-orbit constant: 0.04 eV
rough orbital reduction: 0.8 (no unit)
rough orbital splitting: 0.2 eV
doublet g along axis: 2.98
doublet g across axis: 1.90
doublet moment with orbital part: 2.15 muB
x with orbital part: 0.374
--- temperature of use ---
equilibrium constant at 300 K: 0.684
free-energy difference at 300 K: 0.0098 eV
rough enthalpy difference: 0.15 eV
entropy difference: 5.42 k
equilibrium constant at 360 K: 1.80
high-spin fraction at 360 K: 0.643
spin-only moment at 360 K: 4.85 muB
```
